How negative capacitance triples a voltage step across a dielectric

**Question**

I am stuck on an exercise about a ferroelectric in its negative-capacitance range. It is in series with an ordinary dielectric. In equal units the ferroelectric has capacitance -3 and the dielectric has capacitance 2. A voltage step is applied to the pair, and I have to show that the dielectric voltage changes three times as much as the applied voltage.

With two ordinary capacitors, each one gets a fraction of the step. Here a part is supposed to get more than the whole. I can put -3 into the divider formula, but I don't trust the result. Where does the extra voltage come from, and does it cost energy? Does the dielectric jump to three times the step at once? And would a real hafnia film do this?

**Answer**

The divider formula survives a negative capacitance because it rests on charge conservation and the addition of voltages, and neither cares about the sign of C. What the sign does change is whether the resulting equilibrium is stable, so that needs its own check.

**Conventions**

Let V_F and V_D be the voltages across the ferroelectric and the dielectric, both counted in the same direction, from the driven electrode towards ground. Let Q be the charge that has flowed onto the driven electrode. The symbol Δ means the settled value after the step minus the value before it. The capacitances are differential ones,

C_F = dQ/dV_F = -3c,  C_D = dQ/dV_D = 2c,

where c is the common unit. A negative C_F means that when more charge flows in, the voltage across the ferroelectric goes down. I assume that the step is small enough for C_F to stay constant, that the polarization is uniform over the area, and that no free charge reaches or leaves the interface between the layers.

**The factor of three**

The interface is isolated, so its net free charge can't change. Whatever charge is displaced through one layer is therefore displaced through the other:

ΔQ = C_F ΔV_F = C_D ΔV_D.

Once the current has stopped, no voltage is lost in the wires, and the two layer voltages add up to the applied one:

ΔV = ΔV_F + ΔV_D.

The first relation gives ΔV_F = (C_D/C_F) ΔV_D. Insert this in the second:

ΔV = (C_D/C_F + 1) ΔV_D = [(C_D + C_F)/C_F] ΔV_D.

Solve for the ratio:

ΔV_D/ΔV = C_F/(C_F + C_D) = (-3c)/(-3c + 2c) = (-3)/(-1) = 3.

The remainder belongs to the ferroelectric:

ΔV_F = ΔV - 3ΔV = -2ΔV.

The charge comes out the same from either layer: 2c · 3ΔV = 6cΔV, and (-3c)(-2ΔV) = 6cΔV.

So the parts still add up to the whole, 3 - 2 = 1. The dielectric can exceed the applied step because the ferroelectric voltage moves the opposite way. With an ordinary capacitor of +3c in its place, the same formula gives 3/5, the fraction you are used to.

**Does it happen at once?**

No. Put a resistance R in series, as any real source and wiring have. During charging the current is dQ/dt, and the voltages obey

ΔV = R dQ/dt + Q/C_F + Q/C_D,

with Q now counted from its value before the step. Combine the last two terms into one series capacitance C_S:

1/C_S = 1/C_F + 1/C_D = (-1/3 + 1/2)/c = 1/(6c),  so C_S = 6c.

Then

R dQ/dt = ΔV - Q/C_S.

To solve this, let u = Q - C_S ΔV be the distance from equilibrium. The right side is -u/C_S, so du/dt = -u/(R C_S), and u shrinks exponentially from its starting value -C_S ΔV. With τ = R C_S = 6Rc,

Q(t) = 6cΔV [1 - exp(-t/τ)].

Dividing by 2c and by -3c gives the changes in the layer voltages:

V_D: 3ΔV [1 - exp(-t/τ)],
V_F: -2ΔV [1 - exp(-t/τ)].

Just after the step both are zero, and the resistor carries all of ΔV. The change across the dielectric equals ΔV when 1 - exp(-t/τ) = 1/3, that is, when exp(-t/τ) = 2/3:

t = τ ln(3/2) = 6Rc · 0.405 = 2.43 Rc.

At that moment the ferroelectric stands at -2ΔV/3 and the resistor at +2ΔV/3. Current therefore still flows forward, and the dielectric goes on charging past the applied step. A numerical integration of the circuit equation gives the same crossing time and settles at Q = 6cΔV.

**When the formula gives a number but the circuit does not**

The decay of u required C_S to be positive. With C_F negative, this means

1/C_D > 1/|C_F|,  or C_D < |C_F|.

Here 2 < 3, so the equilibrium is stable. Now keep C_F = -3c and take C_D = 4c. The divider formula returns -3/(-3 + 4) = -3, which looks like an inverted gain of three. But

1/C_S = (-1/3 + 1/4)/c = -1/(12c),

so du/dt = +u/(12Rc), and any distance from equilibrium grows. After t = 60Rc it has grown by exp(5) ≈ 148 times, as the numerical run also shows. The value -3 describes a balance point that the circuit runs away from. In a real ferroelectric C_F changes as the charge grows, and the run ends where the changed C_F allows a new, stable balance.

The limits are easier to see if the gain is written with r = C_D/|C_F|:

ΔV_D/ΔV = 1/(1 - r),  0 < r < 1.

For r → 0 the dielectric takes just the applied step, with no amplification. For r → 1 the gain grows without limit in this linear model, but so does the settling time. To see this, write

C_S = C_F C_D/(C_F + C_D) = C_D · (ΔV_D/ΔV).

At fixed R and C_D, τ is proportional to the gain. High gain is paid for with slow settling.

**Does it cost energy?**

Take a step that starts from zero charge and zero voltage. The source moves the charge 6cΔV through the voltage ΔV and does the work

W = 6cΔV².

The dielectric stores

½ · 2c · (3ΔV)² = 9cΔV²,

which is more than the source supplied. The ferroelectric energy changes by

½ · (-3c) · (-2ΔV)² = -6cΔV².

The sum is 3cΔV². The rest is heat in the resistor. The current is (ΔV/R) exp(-t/τ), so

heat = R (ΔV/R)² ∫ exp(-2t/τ) dt = (ΔV²/R)(τ/2) = (ΔV²/R)(3Rc) = 3cΔV².

The books balance: 6 = 9 - 6 + 3. The ferroelectric starts at the top of an energy hill, since at zero polarization its energy has a maximum, and it gives up energy as it moves off the top. That energy goes into the dielectric. It is a loan: when the applied voltage returns to zero, the dielectric discharges and the ferroelectric is pushed back up.

**Numbers for a hafnia-like stack**

Let the ferroelectric obey

E = aQ + bQ³,

with Q now the charge per area and E the field. I take rough values in the range of ferroelectric hafnium zirconium oxide: remanent polarization P_r = 20 uC/cm2, coercive field E_c = 1 MV/cm and thickness t_F = 10 nm.

The field must vanish at Q = P_r, which gives b = -a/P_r². The field has its extremum where a + 3bQ² = 0, that is, at Q = P_r/√3. There

E = a(P_r/√3)(1 - 1/3) = 2aP_r/(3√3).

Its magnitude is the coercive field for uniform switching. Since a is negative,

a = -(3√3/2) E_c/P_r = -1.30 × 10⁹ m/F.

Near Q = 0 the ferroelectric voltage is V_F = t_F a Q, so

C_F = 1/(a t_F) = -7.70 uF/cm2.

For the ratio of the exercise, the dielectric needs two thirds of this magnitude, C_D = 5.13 uF/cm2. With relative permittivity 25, that is a layer of thickness t_D = 4.31 nm.

Apply 0.1 V. The settled values are

V_D = 3 · 0.1 V = 0.3 V,
V_F = -2 · 0.1 V = -0.2 V,
Q = 5.13 uF/cm2 · 0.3 V = 1.54 uC/cm2.

The fields are 0.70 MV/cm in the dielectric and -0.20 MV/cm in the ferroelectric. The series capacitance is 3 · 5.13 = 15.4 uF/cm2. A device of 100 um2 thus has 15.4 pF, and with 50 ohm in series τ = 0.77 ns. This counts the circuit resistance alone; any delay of the polarization itself would add to it.

**How firm is the three?**

*Size of the step.* With the cubic term kept, the settled stack obeys

V = Q/C_S + t_F b Q³.

Since t_F b = 1/(|C_F| P_r²), this is

V = (Q/C_S)[1 + (C_S/|C_F|)(Q/P_r)²],  with C_S/|C_F| = 2.

To leading order the gain becomes 3[1 - 2(Q/P_r)²]. For Q/P_r = 1.54/20 = 0.077, the reduction is about 1.2 %. The full cubic equation gives a gain of 2.97 for the 0.1 V step and 2.49 for a 0.5 V step. The factor of three is a small-step result.

*Drift of C_F.* The denominator C_F + C_D is a difference of two similar magnitudes, so errors are magnified. With C_D fixed, the gain is 2.7/0.7 = 3.86 if |C_F| is 10 % smaller, and 3.3/1.3 = 2.54 if it is 10 % larger. A change of temperature that alters a acts in this way.

*Breakdown.* Against a rough breakdown field of 4 MV/cm, the dielectric is at 17 % of the limit.

*Leakage.* Suppose that free charge σ per area has collected at the interface. The dielectric then carries σ more than the ferroelectric:

C_D V_D = C_F (V - V_D) + σ.

Collect the terms in V_D:

V_D = (C_F V + σ)/(C_F + C_D) = 3V - σ/c.

Leakage through the dielectric carries positive charge away from the interface, so σ becomes negative and V_D rises above 3V. In an ordinary divider V_D would fall. The higher V_D then drives more leakage, so the error feeds itself.

For a tunnelling barrier of 2 eV and an effective mass of 0.2 electron masses at 300 K, a semiclassical (WKB) estimate, which lets the interface take up electrons as freely as a metal would, gives about 1.3 × 10⁻⁴ A/cm2 when the electron momentum along the interface is conserved. (The numerical check shows 6.6 × 10⁻⁴ A/cm2, five times more, because it gives the sideways motion in the barrier the free electron mass in place of 0.2.) At 1.3 × 10⁻⁴ A/cm2 it takes about 12 ms to pass a charge equal to Q = 6cV. One per cent of that charge, 0.06cV, already shifts V_D by 0.06 times the applied voltage, or 2 % of its value, and it passes in about 0.12 ms. These times depend steeply on the rough inputs: a mass of 0.1 raises the current to about 0.3 A/cm2 and shortens the 0.12 ms to about 50 ns, a mass of 0.3 lowers the current to about 3 × 10⁻⁷ A/cm2, and a barrier 0.5 eV lower or higher multiplies or divides it by roughly 25 to 40. In these cases the time is long compared with 0.77 ns, but the gain can't be held indefinitely. Leakage through traps is not in this estimate and would shorten the time.

**The weak point: uniform polarization**

The stability condition above tested uniform changes of charge. The film has another way out. It can split into stripes of up and down polarization, whose charges at the interface largely cancel each other's fields. The dielectric then loses much of its hold on the ferroelectric.

To test this, separate the polarization P from the background permittivity ε_b, so that the total charge is Q = ε_b E + P. Near zero, write E = αP. Then Q/E = ε_b + 1/α, and this must equal 1/a, so

1/α = 1/a - ε_b.

With a relative background permittivity of 25, α = -1.01 × 10⁹ m/F.

Now add a small wave P = p cos(qx) along the film, constant through its thickness. It puts a bound charge p cos(qx) on the interface. The electrodes fix the potential at the outer faces, so the potential in each layer varies as sinh(q × distance from its electrode). Let the interface potential be φ cos(qx). Gauss's law at the interface reads

q [ε_b coth(q t_F) + ε_D coth(q t_D)] φ = p,

where ε_D is the permittivity of the dielectric. The electrostatic energy per area is half of charge times potential, and averaging cos² gives another half: pφ/4. The material contributes t_F(α + gq²)p²/4, where g measures the energy cost of a polarization gradient. The total is K p²/4, with

K(q) = t_F(α + gq²) + 1/{q[ε_b coth(q t_F) + ε_D coth(q t_D)]}.

If K is negative for some q, that wave lowers the energy and grows.

For q → 0, q coth(qt) → 1/t, and K = +3.5 m2/F. This is the uniform stability found before. For larger q the electrostatic term falls, and the gradient cost alone must make up for it. For these layers that takes at least g = 3.5 × 10⁻⁹ m3/F. This is a minimum, because the wave was held constant through the thickness. If it may also vary through the thickness, with the same g in both directions and free faces, the threshold rises to about 4.65 × 10⁻⁹ m3/F.

A wall width makes this number easier to judge. For a wall with no field across it and a cubic law in P, the balance is

αP(1 - P²/P_r²) = g P''.

Try P = P_r tanh(x/ξ). Its second derivative is P'' = -(2/ξ²) P (1 - P²/P_r²), so α = -2g/ξ² and

ξ = √(2g/|α|).

The value g = 3.5 × 10⁻⁹ m3/F corresponds to ξ = 2.65 nm, and the higher threshold to about 3.0 nm. This is an estimate, because the film law used earlier is cubic in Q and not in P, which makes the wall somewhat narrower for the same g. For a thin wall with ξ = 0.5 nm, roughly the size of a crystal cell, K falls to -6.6 m2/F at a stripe period of 6.5 nm. The uniform state then breaks up, even though C_D < |C_F|.

**What this means for a real film**

The polarization, thickness and coercive field above are of the usual order for hafnia ferroelectrics, but two assumptions carry most of the risk. The first is uniformity. If the domain walls are thin, this model says that a wide film can't rest in the state from which the exercise starts, so a lasting gain of three should not be expected from it. The calculation gives no replacement value, since it finds the instability and not the state that follows.

The second is the coercive field. The formula for a needs the field for uniform switching, whereas a real film can switch through domains at a lower field. If the uniform value were 2 MV/cm, with P_r and both layers unchanged, |C_F| would halve to 3.85 uF/cm2. That is below C_D = 5.13 uF/cm2, and even the uniform equilibrium would be unstable. Real films are also made of many grains with differing properties, so one value of C_F for the whole area is an idealization.

For your exercise, the argument to write down is the equal charge, the sum of the voltages, and the check that 2 < 3. The numerical output below lists the main values used here.

Computed results

```
IDEAL CIRCUIT, equal units, unit step, R = 1
C_F = -3, C_D = 2, series C_S = 6.000
Settled dV_D/dV = 3.0000, dV_F/dV = -2.0000
Settled charge from time run = 6.0000
Time when V_D passes V = 2.4328 (units of R*C)
Source work = 6.0000, heat in R = 3.0000
Energy: dielectric 9.0000, ferroelectric -6.0000
C_D = 4: formula value -3.000, but unstable
C_D = 4: distance from equilibrium grows 148.4 times by t=60
FILM EXAMPLE, rough hafnia-like inputs
Remanent polarization = 20.0 uC/cm2
Ideal coercive field = 1.00 MV/cm
Ferroelectric thickness = 10.0 nm
Relative permittivity: dielectric 25, background 25
a = -1.2990e+09 m/F
C_F = -7.698 uF/cm2, C_D = 5.132 uF/cm2
C_S = 15.396 uF/cm2
Dielectric thickness = 4.313 nm
Step = 0.10 V, V_D = 0.300 V, V_F = -0.200 V
Charge = 1.540 uC/cm2
Fields: dielectric 0.696, ferro -0.200 MV/cm
R = 50 ohm, area = 100 um2, tau = 0.770 ns
NEGLECTED EFFECTS
Gain with cubic term, 0.1 V step = 2.966
Gain with cubic term, 0.5 V step = 2.491
Gain if |C_F| is 10 % smaller = 3.857
Gain if |C_F| is 10 % larger = 2.538
Rough breakdown field (input) = 4.0 MV/cm
Dielectric field / breakdown field = 0.174
Tunnel inputs: barrier 2.0 eV, mass 0.2 m_e, 300 K
Tunnel current = 6.59e-04 A/cm2
Time to pass the step charge = 2.34e-03 s
alpha (background removed) = -1.0089e+09 m/F
Stiffness K, uniform mode = 3.524 m2/F
Least g for a uniform state = 3.53e-09 m3/F
Wall length xi for that g = 2.65 nm
Period of the critical wave = 22.6 nm
Rough thin wall xi (input) = 0.50 nm
Lowest K for thin wall = -6.575 m2/F
Period of that softest wave = 6.5 nm
```
